# Choosing the Hilbert-Transform Window for the Modulus of a Photoreflectance Resonance

## The setting and the result

A numerical Hilbert (Kramers–Kronig) transform of an optical spectrum, computed or measured, depends on two settings: the energy window and the energy step. This guide derives what they do when the transform is used to locate a critical point in photoreflectance.

Near one critical point of energy $E_g$, let the relative reflectance change be $\Delta R/R=\mathrm{Re}\,F$, with

$$F(E)=A e^{i\phi}\left(1-\frac{ix}{\Gamma}\right)^{-m},\qquad x=E-E_g .$$

Here $\Gamma>0$ is the broadening, $m>1$ the lineshape exponent, $A$ the peak modulus and $\phi$ the phase at $E_g$, all constant. A Hilbert transform over the whole energy axis supplies $\mathrm{Im}\,F$, and the modulus

$$\rho=|F|=A\left(1+\frac{x^2}{\Gamma^2}\right)^{-m/2}$$

peaks at $E_g$ for every $\phi$. A window $E_g\pm L$ leaves a phase-dependent peak shift. To two orders in $g=\Gamma/L$ it is

$$x_L=-\frac{\Gamma}{\pi}\sin2\phi\left[\frac{g^m\sin\beta}{m}-\frac{(m^2+1)\,g^{m+1}\cos\beta}{m(m+1)}\right],\qquad \beta=\frac{\pi m}{2}. \tag{1}$$

For $\Gamma=10$ meV, $m=5/2$ and a window of ±100 meV, the shift is at most about 0.002 meV in either direction. A baseline error, the modulating field or an exciton can each move the peak much further, and widening the window does not remove those shifts.

## Why the modulus is free of the phase

The form $Ce^{i\theta}(x+i\Gamma)^{-m}$ is the same function. Since $x+i\Gamma=i\Gamma(1-ix/\Gamma)$, we have $A=C\Gamma^{-m}$ and $\phi=\theta-\beta$.

The singularity of $F$ lies at $x=-i\Gamma$, so $F$ is analytic in the upper half plane, where it also decays. Closing the contour there and passing the point $E'=E$ on a small semicircle gives

$$P\!\int_{-\infty}^{\infty}\frac{F(E')}{E'-E}\,dE'=i\pi F(E).$$

The real part of this equation is

$$\mathrm{Im}\,F(E)=-\frac1\pi P\!\int_{-\infty}^{\infty}\frac{\mathrm{Re}\,F(E')}{E'-E}\,dE'. \tag{2}$$

With the opposite sign convention for $i\Gamma$, the imaginary part changes sign and the modulus does not.

The raw signal behaves differently. Its slope is the real part of $F'=(im/\Gamma)Ae^{i\phi}(1-ix/\Gamma)^{-m-1}$. The last factor has phase $(m+1)\arctan(x/\Gamma)$, so the slope vanishes when $\phi+(m+1)\arctan(x/\Gamma)=n\pi$. The extremum nearest $E_g$ is at

$$x=-\Gamma\tan\frac{\phi}{m+1},$$

with $\phi$ reduced by multiples of $\pi$ to the range $-\pi/2$ to $\pi/2$. For $\Gamma=10$ meV and $m=5/2$, a phase of 45° gives $-10\tan(12.86^\circ)=-2.28$ meV. At 90° there are two extrema of equal size and opposite sign, 4.8 meV on either side.

## What the step does

On a grid of step $h$, the singular point is avoided by using only samples at odd distance from the target $j$:

$$\mathrm{Im}\,F_j\approx-\frac2\pi\sum_{i-j\ \mathrm{odd}}\frac{\mathrm{Re}\,F_i}{i-j}.$$

This is a midpoint rule with cells of width $2h$. If the last sample used is the end point of the window, half its cell lies outside, so it gets half weight. Even and odd targets then see the same window.

The error of the sum on an unlimited grid follows from writing the resonance as

$$F=\frac{Ae^{i\phi}}{N}\int_0^\infty s^{m-1}e^{-\Gamma s}e^{isx}\,ds,\qquad N=\int_0^\infty s^{m-1}e^{-\Gamma s}\,ds .$$

Each component of $\mathrm{Re}\,F$ is $\cos\alpha$ with $\alpha=sx+\phi$. At distance $nh$ it becomes $\cos\alpha\cos(nsh)-\sin\alpha\sin(nsh)$. The first part, divided by $n$, is odd in $n$ and cancels. The second gives

$$\sin\alpha\;\frac4\pi\sum_{n=1,3,\dots}\frac{\sin(nsh)}{n}.$$

The factor after $\sin\alpha$ is a square wave: $+1$ for $0<sh<\pi$, $-1$ for $\pi<sh<2\pi$, and so on. The correct answer is $\sin\alpha$, so components with $s<\pi/h$ are right and those in alternate bands above have the wrong sign. Let $Q(m,z)$ be the fraction of $\int_0^\infty t^{m-1}e^{-t}dt$ that lies above $t=z$. At the peak, for $\phi=\pi/2$, the relative loss is

$$2\left[Q\!\left(m,\tfrac{\pi\Gamma}{h}\right)-Q\!\left(m,\tfrac{2\pi\Gamma}{h}\right)+\dots\right].$$

Apart from a power of $\Gamma/h$, this falls as $e^{-\pi\Gamma/h}$. For $m=3$ and the coarse step $h=\Gamma/2$, the loss is 10% of the peak, and the numerical transform agrees with the formula. With $h=\Gamma/20$, as in the example below, the bound $2Q$ is far below rounding error. The edges of a finite window add an error that falls only as a power of $h$. In the example at 45° it changes the peak shift by about 3% for a window of ±30 meV and by much less for ±100 meV, while at 90° and ±30 meV it amounts to 0.0003 meV, nearly the whole of the small shift computed there. For the wide window a still finer step brings no useful gain.

## What the window does

Let the window reach $L_1$ below and $L_2$ above $E_g$. The part of equation (2) that is lost is

$$\delta(x)=-\frac1\pi\left[\int_{L_2}^\infty\frac{\mathrm{Re}\,F(y)}{y-x}dy-\int_{L_1}^\infty\frac{\mathrm{Re}\,F(-y)}{y+x}dy\right],$$

where $F$ is now written as a function of distance from $E_g$, and the lower tail has been reflected.

**Tails.** For $y\gg\Gamma$, use $1\mp iy/\Gamma=\mp(iy/\Gamma)(1\pm i\Gamma/y)$. Raising this to the power $-m$ and keeping one correction gives

$$\mathrm{Re}\,F(\pm y)=A\left(\frac{\Gamma}{y}\right)^m\left[\cos(\phi\pm\beta)\pm\frac{m\Gamma}{y}\sin(\phi\pm\beta)\right].$$

**Symmetric window.** At $x=0$ the difference of the two tails enters. By the addition theorems it is

$$2A\sin\phi\left(\frac{\Gamma}{y}\right)^m\left[-\sin\beta+\frac{m\Gamma}{y}\cos\beta\right].$$

Dividing by $y$ and integrating from $L$ gives

$$\delta(0)=\frac{2A\sin\phi}{\pi}\left[\frac{g^m\sin\beta}{m}-\frac{m\,g^{m+1}\cos\beta}{m+1}\right].$$

In the slope $\delta'(0)$ the sum of the tails enters, divided by $y^2$. Its leading part is $2A\cos\phi\cos\beta\,(\Gamma/y)^m$, so

$$\delta'(0)=-\frac{2A\cos\phi\cos\beta}{\pi\Gamma}\,\frac{g^{m+1}}{m+1}.$$

**Peak condition.** Write $F=R+iI$. The computed modulus obeys $\rho_L^2=R^2+(I-\delta)^2\approx\rho^2-2I\delta$, to first order in $\delta$. Near the peak, $d\rho^2/dx\approx-2mA^2x/\Gamma^2$. Setting the total slope to zero gives

$$x_L=-\frac{\Gamma^2}{mA^2}\left(I'\delta+I\delta'\right)_{x=0}.$$

With $I(0)=A\sin\phi$ and $I'(0)=mA\cos\phi/\Gamma$, this is

$$x_L=-\frac{\Gamma\cos\phi}{A}\,\delta(0)-\frac{\Gamma^2\sin\phi}{mA}\,\delta'(0).$$

Inserting $\delta$ and $\delta'$, and using $2\sin\phi\cos\phi=\sin2\phi$, the two terms in $g^{m+1}$ combine through $m+1/m=(m^2+1)/m$. The result is equation (1).

For $L=40\Gamma$, exponents 2, 5/2 and 3, and three phases, equation (1) agrees with the numerically located peak to 0.25% of the shift. For $m=2$, $\sin\beta=0$ and the shift begins one order later, as $-(5\Gamma/6\pi)g^3\sin2\phi$.

The peak height also changes. Its relative error is $-\sin\phi\,\delta(0)/A$, which for $m=5/2$ and $g=0.1$ is at most about 0.05%.

**Off-centre window.** With unequal distances, the leading tails alone give

$$x_L=\frac{\Gamma\cos\phi}{\pi m}\left[\cos(\phi+\beta)\left(\frac{\Gamma}{L_2}\right)^m-\cos(\phi-\beta)\left(\frac{\Gamma}{L_1}\right)^m\right].$$

When the two distances differ greatly, the nearer edge dominates, unless its cosine is small. In that case the omitted terms of the next order matter too, as they do near $\phi=90^\circ$, where this formula gives zero. This shift need not vanish at $\phi=0$.

## A worked case

Take $E_g=1.4202$ eV, $\Gamma=10$ meV, $m=5/2$ and a step of 0.5 meV. The window is centred at 1.4200 eV, since a user does not know $E_g$ beforehand. For ±100 meV, $g=0.1$ and $\sin\beta=\cos\beta=-0.707$. The largest shift from equation (1) is

$$\frac{10\ \mathrm{meV}}{\pi}\times0.707\times\left[0.4\times0.00316-0.829\times0.000316\right]=0.0023\ \mathrm{meV}.$$

The table compares this law with half the spread of the modulus peak over a scan of phases, all else held fixed.

| Window (meV) | Found (meV) | Equation (1) (meV) |
|---|---|---|
| ±100 | 0.0022 | 0.0023 |
| ±50 | 0.0081 | 0.0094 |
| ±30 | 0.0084 | 0.0179 |

The law fails in the narrowest window because it is an expansion in $g$. The ratio of its second term to its first is $2.07g$, which is 0.21 at ±100 meV but 0.69 at ±30 meV, so omitted terms matter there. The near agreement of ±50 and ±30 meV should not be read as a licence for narrow windows. For this exponent the shift rises to about 0.010 meV near ±40 meV, changes sign between ±30 and ±25 meV, and reaches 0.035 meV with the opposite sign at ±20 meV. Removing the step error moves the ±30 meV entry from 0.0084 to 0.0085 meV.

At zero phase the ±100 meV window gives a shift of $-0.000035$ meV on this grid ($-0.000034$ meV without step error). The off-centre formula with $L_1=100.2$ and $L_2=99.8$ meV gives $-0.000028$ meV, so the 0.2 meV offset of the window accounts for its sign and most of its size.

## Errors that a wider window does not cure

**Baseline.** Let a constant $c$ be added to the signal. Its transform over the window is $-(c/\pi)\ln[(L-x)/(L+x)]\approx2cx/(\pi L)$. To first order in $c$, $\rho^2$ changes by $2cR+4cxI/(\pi L)$. With $R'(0)=-mA\sin\phi/\Gamma$, the peak condition gives

$$x_c=-\frac{\Gamma c}{A}\sin\phi\left[1-\frac{2\Gamma}{\pi mL}\right].$$

As $L$ grows, this tends to $-(\Gamma c/A)\sin\phi$, not to zero. A baseline of 1% of the peak, at 90° and ±100 meV, moves the peak by $-0.097$ meV, some forty times the largest truncation shift over all phases. It also restores a dependence on phase.

**A neighbouring line.** Add a line of the same shape and phase, of relative strength $r$, at distance $D$ above $E_g$. To first order in $r$, $\ln\rho$ changes by the real part of the ratio of the two lines. The slope of that ratio at $x=0$ is $r(mD/\Gamma^2)(1+iD/\Gamma)^{-m-1}$. Balancing it against the slope $-mx/\Gamma^2$ of $\ln\rho$ gives

$$x_D=rD\,\mathrm{Re}\left(1+\frac{iD}{\Gamma}\right)^{-m-1}.$$

For $r=0.1$ and $D=20$ meV this is $-0.089$ meV, and the full calculation gives $-0.090$ meV. Here the phase of the complex power makes its real part negative, so the peak moves away from the neighbour. At other values of $D/\Gamma$ the real part can be positive, and the peak then moves towards it.

**Noise.** White noise of 1% of the peak, at a phase of 45°, scatters the fitted peak by 0.053 meV rms when a quartic is fitted to $\ln\rho$ over ±8 meV. The mean over 400 trials is 0.008 meV, with a standard error of 0.003 meV. Truncation explains 0.002 meV of it; the rest, about two standard errors, is sampling scatter: over 20,000 trials the mean falls to 0.002 meV.

**Optical prefactor.** A real factor $1+ax$ shifts the peak by $a\Gamma^2/m$ to first order, since $a$ must balance $mx/\Gamma^2$. A slope of 1 per eV gives 0.04 meV. The mirror resonance at $-E_g$, which a real response in time requires, has only $7\times10^{-7}$ of the peak modulus at $E_g$.

## A shift that the phase cannot reveal

The form of $F$ is itself a weak-field limit. Consider a parabolic three-dimensional band edge with constant matrix element and no Coulomb attraction, switched between zero field and a uniform field $\mathcal E$. During a time $t=\hbar s$, the field changes the relative momentum of electron and hole by $e\mathcal E t$. Measured from the midpoint of this interval, the extra phase is

$$\frac{e^2\mathcal E^2}{2\mu\hbar}\int_{-t/2}^{t/2}\tau^2d\tau=\frac{e^2\mathcal E^2t^3}{24\mu\hbar}=\frac{W^3s^3}{3},\qquad W^3=\frac{e^2\hbar^2\mathcal E^2}{8\mu},$$

where $\mu$ is the reduced mass and $W$ the electro-optic energy. Another common definition has $2\mu$ in place of $8\mu$ and gives a value $4^{1/3}\approx1.59$ times larger; the formulas below need $W$ as defined here. The term linear in $\tau$ integrates to zero. Summing over momenta gives a factor $s^{-3/2}$, so the modulated response is proportional to

$$\int_0^\infty s^{-3/2}\left[e^{-iW^3s^3/3}-1\right]e^{is(x+i\Gamma)}\,ds .$$

The first term of the expansion in $W^3$ contains $s^{3/2}$, which means $m=5/2$. The second is the first multiplied by $-iW^3s^3/6$ under the integral. Three integrations by parts turn $s^3$ into $\frac52\cdot\frac72\cdot\frac92(\Gamma-ix)^{-3}$. The relative correction is therefore $-6.5625\,iW^3(\Gamma-ix)^{-3}$, whose real part has slope $19.69\,W^3/\Gamma^4$ at $x=0$. Balancing this against $-5x/(2\Gamma^2)$ gives

$$x_W=7.875\,\frac{W^3}{\Gamma^2}.$$

An optical phase multiplies the whole response and leaves this shift unchanged. A peak that is stable against phase is therefore not proof that it lies at $E_g$. Within this model, $x_W$ grows as $\mathcal E^2$ at leading order, so a series of fields can reveal it.

For $\mu=0.06$ electron masses and 2 kV/cm, $W=1.85$ meV. The formula gives 0.50 meV, and the full integral 0.46 meV. At $W=\Gamma/3$, reached at 4.8 kV/cm, the full shift is 1.8 meV, or 18% of $\Gamma$.

## Choosing the values

For an isolated line with $\sin\beta\neq0$, the leading term of equation (1) gives the half-window for a tolerated shift $\eta$:

$$L\approx\Gamma\left[\frac{\Gamma|\sin\beta|}{\pi m\eta}\right]^{1/m}.$$

It should be used only when the result is several times $\Gamma$ and $m$ is not close to an even integer. Near $m=2$ the leading term is small and the next one can dominate: for $m=1.9$, $\Gamma=10$ meV and $\eta=0.01$ meV, the rule gives $L=5.6\,\Gamma$, but the largest shift there is about 0.027 meV. For the example, with $m=5/2$ and the same $\eta$, the rule gives about 60 meV. A window of $10\Gamma$ on each side and a step of $\Gamma/20$ are ample here. Another line or a sloping baseline must be modelled or subtracted first, whatever the window. A line outside the window still acts through its tail. The transform of a baseline $bx$ contains the constant $-2bL/\pi$, so the peak shift it causes generally grows with the window. Repeating the analysis with half this window reveals the truncation error, as the table shows for ±100 and ±50 meV, but not the field shift. Two narrow windows can agree although both are in error, as ±50 and ±30 meV nearly do.

## The real case

The parameters are rough values for a gallium arsenide epilayer at room temperature. The reduced mass is that of the heavy-hole transition. The light-hole transition, which starts at the same energy in unstrained material, has a smaller reduced mass and so a larger field shift; it is left out here, although it is not small: with a reduced mass near 0.037 electron masses and an equal matrix element it has about 0.8 of the heavy-hole amplitude and raises the model shift at 2 kV/cm from 0.46 to about 0.57 meV. The chosen field is weak: surface fields in doped layers can reach tens of kV/cm. Since $W$ grows as $\mathcal E^{2/3}$, a field of 20 kV/cm would give $W\approx8.6$ meV, close to $\Gamma$; the isolated-resonance form then fails, and the expansion gives no usable correction. The nature of the transition matters as well. With a relative permittivity of 13, the hydrogenic exciton binding energy is 4.8 meV, somewhat above the measured value of about 4.2 meV. A resolved ground-state peak would lie that far below the band gap at zero field. At 2 kV/cm, about four times the field that suppresses the Coulomb barrier, the hydrogenic ground state is a resonance about 5.6 meV below the gap and 1.7 meV wide, and with $\Gamma=10$ meV it is not resolved from the continuum; the figure gives the scale of the shift, not its value. At 2 kV/cm, $W$ is smaller than this binding energy, so the Coulomb attraction cannot be neglected in the real material: the field shift of 0.46 meV illustrates the model and is not a correction to apply to data. Heating by 1 K, at a rough gap slope of $-0.45$ meV/K, moves the gap by $-0.45$ meV, and a wavelength error of 0.1 nm at 873 nm amounts to 0.16 meV. Each of these exceeds the truncation shift at ±100 meV by a factor of seventy or more. The numerical output follows.

## Values computed for the example and the checks

```
Critical-point energy: 1.4202 eV = 873.0 nm
Broadening 10.0 meV, exponent 2.5, step 0.5 meV
Window centre: 1.4200 eV
Shifts from the critical point in meV:
phase/deg  raw extremum  modulus +-100  +-50  +-30 meV
   0    -0.000  -0.00004  -0.00042  -0.00237
  45    -2.282   0.00217   0.00786   0.00704
  90     4.815   0.00000   0.00003  -0.00032
 135     2.282  -0.00220  -0.00824  -0.00972
Half the phase spread of the modulus peak, and two-order law:
+-100 meV: found 0.00218, law 0.00226 meV
+-50 meV: found 0.00805, law 0.00943 meV
+-30 meV: found 0.00843, law 0.01788 meV
Largest relative error of shift law at L = 40 gamma: 2.5e-03
Sampling loss, m=3, step = gamma/2: found 0.100283, law 0.100283
Sampling loss bound in example: 4.0e-25 of peak
Neglected effects for the example:
Baseline 1% of peak, phase 90 deg: -0.0973 meV (law -0.0975)
Noise 1% of peak, 400 trials: rms 0.0530, mean 0.0077 meV
Line of strength 0.1 at +20 meV: -0.0896 meV
Prefactor slope 1.0 per eV: 0.0400 meV
Negative-energy image at the peak: 7.4e-07 of peak
Reduced mass 0.06 m_e, permittivity 13
Field 2.0 kV/cm: electro-optic energy 1.852 meV
Peak shift at this field: 0.464 meV (first order 0.500)
Electro-optic energy = gamma/3 at 4.83 kV/cm: shift 1.842 meV
Exciton binding energy: 4.83 meV
Heating 1.0 K at -0.45 meV/K: -0.45 meV
Wavelength error 0.1 nm: 0.163 meV in magnitude
```
